# Critical Size of a Positively Biased Electrode in a Plasma

## Definitions and conventions

A steady plasma touches a grounded conducting wall of area $A_w$ and an electrode of area $A_E$, held at potential $V_E>0$. The wall area does not include the electrode. The potential of the bulk plasma is $V_p$, measured from the wall. Define

$$a=\frac{A_E}{A_w},\qquad u=\frac{V_E}{T},\qquad y=\frac{V_p}{T}.$$

The algebra uses atomic units, so the electron mass and the elementary charge are 1. The electron temperature $T$ is an energy, $M$ is the ion mass in electron masses, and the bulk density is $n_0$. Two more symbols are needed:

$$c=\sqrt{T/M},\qquad \nu=\sqrt{2\pi/M}.$$

The model assumes Maxwellian electrons, cold singly charged positive ions, absorbing surfaces, thin sheaths, a potential that varies monotonically between the bulk and each surface, no magnetic field and no injected electron current. The electrode stands in plasma of bulk density. An insulating surface carries no net current in steady state, so it drops out of the balance and is not counted in $A_w$.

The question is how large $a$ may be while $V_p<V_E$. The answer derived below is

$$\boxed{\,V_p<V_E\iff a<a_c=h\nu-e^{-V_E/T}\,}$$

where $h$ is the ion density at the sheath edge divided by $n_0$.

## Electron flux to a surface

Let a surface lie at an energy barrier $\varphi\ge0$ for electrons from the bulk. An electron gets through if its normal velocity satisfies $v^2/2>\varphi$. The flux is

$$\Gamma_e=n_0\int_{\sqrt{2\varphi}}^{\infty}\frac{v\,e^{-v^2/2T}}{\sqrt{2\pi T}}\,dv
=n_0\sqrt{\frac{T}{2\pi}}\;e^{-\varphi/T},$$

because $v\,e^{-v^2/2T}$ is the derivative of $-T e^{-v^2/2T}$.

The wall has $\varphi=V_p$. The electrode has $\varphi=V_p-V_E$ if it lies below the plasma. If it lies above, every electron moving towards it is collected and the exponential is replaced by 1. A higher bias then draws no more electrons.

## Ion flux to a surface

Ions are accelerated in a quasineutral presheath before they enter the sheath. Take a planar presheath with ionization frequency $Z$ and ion-neutral collision frequency $rZ$. Ions are born at rest, and a collision removes their directed momentum. With ion speed $v$ and potential $V$,

$$(nv)'=Zn,\qquad (Mnv^2)'=-nV'-rZMnv.$$

The electrons are in Boltzmann equilibrium, so $nV'=Tn'$. Measure speed as $m=v/c$, length in $c/Z$ and density in $n_0$:

$$(nm)'=n,\qquad [n(1+m^2)]'=-r\,nm.$$

The first equation gives $m'=1-m\,n'/n$. The second, divided by $n$, reads $(1+m^2)n'/n+2mm'=-rm$. Inserting $m'$ gives

$$(1-m^2)\frac{n'}{n}=-(2+r)m,\qquad
m'=1+\frac{(2+r)m^2}{1-m^2}=\frac{1+(1+r)m^2}{1-m^2}.$$

The ratio of these two results is free of position:

$$\frac{d\ln n}{dm}=-\frac{(2+r)m}{1+(1+r)m^2}.$$

Integration from $n=1$ at $m=0$ yields

$$n(m)=\left[1+(1+r)m^2\right]^{-p},\qquad p=\frac{2+r}{2(1+r)}.$$

The ion flux $nm$ grows along the presheath, since

$$\frac{d\ln(nm)}{dm}=\frac1m-\frac{(2+r)m}{1+(1+r)m^2}=\frac{1-m^2}{m[1+(1+r)m^2]}>0\quad(m<1).$$

At $m=1$ the gradient $m'$ diverges and quasineutrality fails.

**Why the sheath begins at $m=1$.** Let $\chi$ be the potential fall inside the sheath divided by $T$. Relative to the edge density, the ion density is $(1+2\chi/m^2)^{-1/2}$ by energy conservation, and the electron density is $e^{-\chi}$. With length in Debye lengths at the edge, Poisson's equation equates $\chi''$ to their difference. Multiplying by $\chi'$ and integrating from a field-free edge gives

$$\tfrac12\chi'^2=m^2\left(\sqrt{1+2\chi/m^2}-1\right)+e^{-\chi}-1
=\tfrac12\chi^2\left(1-\frac1{m^2}\right)+O(\chi^3).$$

For $m<1$ the right side is negative at small $\chi$, so no such sheath exists. For $m\ge1$ we have $e^{2\chi}\ge1+2\chi\ge1+2\chi/m^2$. The ions then outnumber the electrons throughout, and the right side is positive. The presheath cannot exceed $m=1$, so the edge lies there.

The edge density and the full ion flux are therefore

$$h=n(1)=(2+r)^{-p},\qquad \Gamma_i=h\,n_0\,c.$$

Divided by the random electron flux $n_0\sqrt{T/2\pi}$, the ion flux is $h\sqrt{2\pi/M}=h\nu$.

The chamber size fixes $r$. Integrating $dx=dm/m'$, the half-width of the plasma is

$$\ell=\frac cZ X(r),\qquad X(r)=\int_0^1\frac{1-m^2}{1+(1+r)m^2}\,dm.$$

For an ion mean free path $\lambda$, take the collision frequency as $rZ=c/\lambda$. Then $\ell/\lambda=r\,X(r)$, which is solved for $r$. Since $v\le c$ in the presheath, this choice overestimates the drag and makes $h$ too small, the more so at higher pressure. With the local frequency $v/\lambda$ in place of $c/\lambda$, numerical integration of the same equations for the example below gives $h=0.34$ instead of 0.21.

## Current balance

Let $G(\delta)$ be the ion flux, in units of $n_0c$, to a surface that lies $\delta T$ below the bulk potential. For $\delta\le0$ cold ions are repelled and $G=0$. For $0<\delta<\ln(1/h)$ the surface cuts the presheath short where $n=e^{-\delta}$, and $G=nm$. For larger drops a full sheath exists and $G=h$. Thus $G$ is continuous and never decreases. The electrode's presheath is given the same $r$ as the wall's; this does not affect $a_c$.

In steady state the total current is zero. Divide the net electron loss by $A_w n_0\sqrt{T/2\pi}$:

$$F(y)=e^{-y}+a\,e^{-\max(y-u,\,0)}-\nu G(y)-a\nu G(y-u)=0.$$

The first term falls strictly with $y$ and no other term rises. Also $F(0)=1+a>0$, while $F\to-h\nu(1+a)<0$ at large $y$. There is therefore one root, and it is positive. It lies above $u$ precisely when $F(u)>0$. At $y=u$ the electrode collects the full random electron flux and no ions, so

$$F(u)=e^{-u}+a-\nu G(u).$$

There are two cases.

- If $u\ge\ln(1/h)$, the wall has its full sheath, $G(u)=h$, and $F(u)=a-a_c$. This is the stated criterion.
- If $u<\ln(1/h)$, then $e^{-u}>h>h\nu\ge\nu G(u)$, because $\nu<1$. Hence $F(u)>0$ for every $a$. Here $a_c<0$, so the criterion again gives the right answer.

For positive $a_c$, an electrode with $a=a_c$ sits at the plasma potential, and any larger one has the plasma above it.

**Physical meaning.** An electrode above the plasma collects no ions, so the wall ion current must pay for all electron losses. The electrode takes a share proportional to its area. The wall can reduce its own electron loss by letting $V_p$ rise, but that loss cannot become negative. When the electrode's share is too large, $V_p$ passes $V_E$, and the electrode begins to repel electrons and collect ions.

**Limits in bias.** For $V_E\gg T$ the threshold tends to $h\nu$, and in this model no bias lifts it further. At the other end, $a_c$ is positive if

$$V_E>T\ln\frac1{h\nu}.$$

The right side is the plasma potential without any electrode. A bias below it leaves even a very small electrode below the plasma.

## Plasma potential on each side of the threshold

**Small electrode, $a<a_c$.** The balance is $e^{-y}+a-h\nu=0$, so

$$V_p=-T\ln(h\nu-a).$$

The full wall sheath assumed here is present, because $e^{-y}<h\nu<h$. The bias does not appear: raising it increases the drop across the electron sheath and leaves $V_p$ unchanged.

**Intermediate electrode.** Now $y=u+\delta$ with $e^{-\delta}=n$, and ions reach the electrode with $m<1$. The balance is

$$n e^{-u}+an-h\nu-a\nu nm=0
\quad\Longrightarrow\quad
a=\frac{h\nu/n-e^{-u}}{1-\nu m}.$$

With $n(m)$ this fixes $m$, and then $V_p=V_E+T\ln(1/n)$. As $m$ grows, the numerator rises and the denominator falls, so $a$ increases. It starts at $a_c$ for $m=0$ and ends, for $m=1$ and $n=h$, at

$$a_2=\frac{\nu-e^{-u}}{1-\nu}.$$

Between $a_c$ and $a_2$ the plasma is already above the electrode, but by less than the presheath drop $T\ln(1/h)$ that a full ion sheath needs. The factor $h$ cancels from $a_2$ because both surfaces were given the same presheath. If the electrode has its own edge ratio $h_E$, then $a_2=(h\nu/h_E-e^{-u})/(1-\nu)$. This branch also relies on the monotonic potential. If a dip of depth $dT$ forms in front of the electrode (a double sheath), the balance becomes $e^{-y}=h\nu-a\,e^{-d}$, and $V_p<V_E$ is possible for $a>a_c$. The model does not describe how such a dip is sustained.

**Large electrode, $a\ge a_2$.** Both surfaces collect the full ion flux:

$$e^{-y}(1+a\,e^{u})=h\nu(1+a)
\quad\Longrightarrow\quad
V_p=-T\ln\frac{h\nu(1+a)}{1+a\,e^{u}}.$$

For $a\to\infty$ at fixed $h$ the fraction tends to $h\nu e^{-u}$, so $V_p\to V_E+T\ln[1/(h\nu)]$. The electrode has taken over the role of the wall, and the plasma floats above it.

As a check on the algebra, $F(y)=0$ was solved numerically with electron fluxes integrated over velocity and ion fluxes integrated from the conservation laws. The threshold was searched for at $u=7$, 10 and 20, for the argon ion mass and for one atomic mass unit, with the $r$ of the example below. The largest difference from $a_c$, relative to $a_c$, was $3.8\times10^{-8}$. This tests the solution of the model, not its assumptions.

## Example: a disc in an argon plasma

Take rough values for an inductively driven argon plasma: $T=4$ eV, pressure 1 mTorr and gas temperature 300 K. The chamber has radius 15 cm and length 30 cm. Any dielectric window for the coil is ignored, so all of the inner surface counts as conducting and grounded:

$$A_w=2\pi(15)^2+2\pi(15)(30)=4241\ \text{cm}^2.$$

An ion collision cross section of about $10^{-14}$ cm² gives $\lambda=3.11$ cm. With $\ell=15$ cm, $\ell/\lambda=4.8$, and the gap condition gives $r=17.6$. Hence $p=19.6/37.2=0.527$ and

$$h=19.6^{-0.527}=0.2085.$$

For argon $M=72\,823$, so $\nu=9.289\times10^{-3}$ and $h\nu=1.937\times10^{-3}$. The bias must exceed $T\ln[1/(h\nu)]=25.0$ V. Choose $V_E=40$ V, for which $e^{-10}=4.54\times10^{-5}$:

$$a_c=1.937\times10^{-3}-0.045\times10^{-3}=1.892\times10^{-3}.$$

The critical area is 8.0 cm², a one-sided disc of radius 1.6 cm. With the wall's presheath assigned to the disc, a full ion sheath needs $a_2=9.33\times10^{-3}$, or a radius of 3.5 cm. A disc of a few cm has a shorter presheath; for $h_E$ between 0.4 and 0.6 this radius is 2.6 to 2.1 cm. Three discs show the three branches of the model with $h_E=h$:

| Radius (cm) | $a$ | $V_p$ (V) | $V_p-V_E$ (V) |
|---|---|---|---|
| 1.0 | $7.41\times10^{-4}$ | 26.9 | −13.1 |
| 2.5 | $4.63\times10^{-3}$ | 43.5 | +3.5 |
| 5.0 | $1.85\times10^{-2}$ | 49.0 | +9.0 |

For the smallest disc, $h\nu-a=1.196\times10^{-3}$ and $V_p=-4\ln(1.196\times10^{-3})=26.9$ V. At a density of $10^{10}$ cm⁻³ it draws 0.168 A of electrons. The wall ion current is larger by $h\nu/a=2.6$, about 0.44 A. The remaining 0.27 A is the electron current to the wall.

The approach to the threshold is steep. For an area 1% below critical, $h\nu-a=6.4\times10^{-5}$ and $V_p=38.6$ V. At 10% below critical $V_p=33.4$ V. Of the 15 V rise from 25 V to 40 V, the last 10% of area thus supplies 6.6 V and the last 1% supplies 1.4 V.

## What moves the threshold

Suppose the electron flux at the electrode is multiplied by $g$ and the wall ion current by $w$. Then $F(u)=e^{-u}+ga-wh\nu$, and

$$a_c=\frac{wh\nu-e^{-u}}{g}.$$

The following changes are made one at a time from 8.0 cm², with $T$ and the bias fixed.

- **Ion collisions.** Halving the collision frequency gives 11.5 cm²; removing collisions gives $h=1/2$ and 19.5 cm². If all ions instead fall freely from the bulk potential, they reach $c$ after a drop of $T/2$. Then $h=e^{-1/2}$ and the area is 23.7 cm².
- **Pressure.** The area is 15.4 cm² at 0.2 mTorr and 2.1 cm² at 5 mTorr. The constant collision frequency exaggerates this trend: with the local frequency $v/\lambda$ the areas are 17.5, 13.4 and 7.7 cm² at 0.2, 1 and 5 mTorr. A real plasma would also change its temperature.
- **Electron drift.** A collisionless isothermal electron fluid accelerated from rest obeys $v\,dv=-T\,dn/n$. At $v=\sqrt T$ its density is $e^{-1/2}n_0$, so $g=e^{-1/2}\sqrt{2\pi}=1.52$ and the area falls to 5.3 cm². This estimate applies to a developed electron sheath. At the threshold the sheath drop vanishes, so the 5.3 cm² shows only the possible size of the effect.
- **Secondary emission.** An electron leaving the wall carries current of the same sign as an arriving ion. A rough yield of 0.1 per ion gives $w=1.1$ and 8.8 cm², if the emitted electrons join the Maxwellian population.
- **Position.** An electrode in plasma of edge density has $g=h$, and the area rises to 38 cm². At this threshold the bulk potential equals $V_E$, while the plasma beside the electrode is still $T\ln(1/h)=6.3$ V lower.

**Sheath expansion.** Let $V$ be the potential above the edge of an electron sheath, and $j$ the electron current density. Neglect ions and the entry speed of the electrons. Then $V''=4\pi j/\sqrt{2V}$. Multiplying by $V'$ and integrating from zero field gives $V'^2=8\pi j\sqrt{2V}$. A second integration gives

$$s^2=\frac{\sqrt2\,V^{3/2}}{9\pi j}.$$

For the 1 cm disc, $s=0.045$ cm. Adding $s$ to its radius raises $V_p$ from 26.9 to 27.2 V. The drop is only about $3T$, so the thermal entry speed matters: including it gives a thickness of about 0.07 cm and $V_p=27.3$ V. The correction remains small. At the threshold the sheath drop vanishes, and this correction with it.

**Ionization near the electrode.** The 13.1 V drop lies 2.9 eV below the rough argon ionization energy of 16 eV. Electrons enter the sheath with a mean energy of $2T=8$ eV, so most of them can ionize once they have crossed it. With a rough electron cross section of $10^{-15}$ cm², however, the mean free path is 31 cm, and few electrons collide within a sheath thinner than 0.1 cm. At much higher bias, ionization near the electrode can add charge that this balance omits. The statement that bias cannot lift the limit then loses its basis.

## Comparison with real chambers

Low-pressure inductive argon sources run at roughly one to some tens of mTorr, with electron temperatures of a few eV and densities of roughly $10^{10}$ to $10^{12}$ cm⁻³. The example lies at the low end in pressure and density. Its temperature is a given value and was not matched to the ionization frequency that $r$ implies. At this density the electrons are unlikely to be Maxwellian up to the wall barrier: near 27 eV the electron-electron collision rate is of order $10^4$ s⁻¹, against about $10^6$ s⁻¹ for inelastic collisions. A depleted tail lowers the least bias and the plasma potential on the small-electrode branch, but hardly moves $a_c$ at high bias. For instance, a tail temperature of 3 eV above 12 eV changes 25 V to 20 V and 8.0 cm² to 8.5 cm². The density cancels from $a_c$ as long as the sheaths are thin and $h$ is unchanged. Real chambers also depart from the assumption of one density at the electrode and one edge density along a planar wall. Two thirds of the example's wall is the curved side, and the same equations for a long cylinder of radius 15 cm give $h=0.18$ instead of 0.21. For this example, moving the electrode from bulk to edge plasma changes the critical area from 8 to 38 cm², so the result fixes its order of magnitude rather than its second digit. Dielectric windows and coated walls reduce the grounded area; at fixed $h$ the critical area shrinks in proportion. For a thin-sheath, unmagnetized plasma without injected electrons, a design estimate is $A_E<(h\nu-e^{-V_E/T})A_w$, with $h$ evaluated for the actual pressure and chamber size. From about 1 mTorr upwards in a chamber of this size, $h$ should be computed with the speed-dependent collision frequency $v/\lambda$: it gives 0.34 instead of 0.21 at 1 mTorr, and 0.20 instead of 0.06 at 5 mTorr. These two values are upper estimates. For charge exchange the spread of ion speeds raises the drag by a factor of up to $\pi/2$, which gives 0.30 and 0.17. The thermal motion of the gas, neglected here, also adds to the collision frequency. By itself it lowers $h$ from 0.34 to 0.33 at 1 mTorr, from 0.20 to 0.17 at 5 mTorr and from 0.11 to 0.07 at 20 mTorr.

## Numbers as computed

```
electron temperature T: 4 eV
electrode bias V_E: 40 V
argon pressure: 1 mTorr
gas temperature: 300 K
plasma density: 1.0e+10 cm^-3
chamber radius: 15 cm
chamber length: 30 cm
wall area: 4241.2 cm^2
argon ion mass M: 72823 electron masses
nu = sqrt(2 pi/M): 9.2887e-03
exp(-V_E/T): 4.540e-05
ion cross section (rough): 1e-14 cm^2
ion mean free path: 3.11 cm
collision/ionization ratio r: 17.60
edge/bulk density h: 0.2085
h nu, limit at high bias: 1.9370e-03
least useful bias T ln(1/(h nu)): 24.99 V
critical area ratio a_c: 1.8916e-03
critical area: 8.02 cm^2
critical disc radius: 1.598 cm
full-ion-sheath ratio a_2: 9.3300e-03
full-ion-sheath disc radius: 3.549 cm
largest relative error of a_c in tests: 3.8e-08
disc 1.0 cm: a = 7.407e-04, V_p = 26.91 V, V_p-V_E = -13.09 V
disc 2.5 cm: a = 4.630e-03, V_p = 43.51 V, V_p-V_E = 3.51 V
disc 5.0 cm: a = 1.852e-02, V_p = 48.97 V, V_p-V_E = 8.97 V
critical area if one assumption is changed:
  free-fall h = exp(-1/2): 23.70 cm^2
  no ion collisions, h = 1/2: 19.50 cm^2
  ion collision frequency halved: 11.53 cm^2
  electron drift flux factor: 1.520
  with electron presheath drift: 5.28 cm^2
  secondary yield (rough): 0.1
  with wall secondary emission: 8.84 cm^2
  electrode in edge-density plasma: 38.47 cm^2
  at 0.2 mTorr, same T: 15.37 cm^2
  at 5.0 mTorr, same T: 2.15 cm^2
Debye length: 0.0149 cm
1 cm disc: electron sheath drop: 13.09 V
1 cm disc: sheath thickness: 0.0454 cm
1 cm disc: V_p with radius grown by sheath: 27.15 V
1 cm disc: electron current: 0.168 A
argon ionization energy (rough): 16 eV
margin to ionization of electrons from rest: 2.9 eV
electron cross section (rough): 1e-15 cm^2
electron mean free path: 31.1 cm
```
